# Car–Parrinello Equations with an Ultrasoft, Position-Dependent Overlap: verification in Python

```python
"""Car-Parrinello dynamics with an ultrasoft overlap S(R).
Result under test, for orbitals psi_i and ion coordinates R_I:
  mu psi_i'' = -H psi_i + sum_j Lambda_ij S psi_j
  M_I R_I''  = -dE/dR_I + sum_ij Lambda_ij <psi_i|dS/dR_I|psi_j>
mu: fictitious inertia; Lambda: Hermitian multipliers that keep
<psi_i|S|psi_j> = delta_ij; E: energy; H psi_i = dE/d(psi_i*).
Model: periodic line, two ions, one projector beta per ion, two
same-spin electrons, interaction energy (g/2) int n^2.
Orbitals are columns of plane-wave coefficients; X = Lambda^T.
Atomic units inside, eV, angstrom and fs in the printout.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.linalg import eigh

HA = sc.physical_constants["Hartree energy in eV"][0]
A0 = sc.physical_constants["atomic unit of length"][0] * 1e10
FS = sc.physical_constants["atomic unit of time"][0] * 1e15
AMU = sc.atomic_mass / sc.m_e
FORCE = HA / A0
MU_UNIT = HA * FS**2

# model parameters
box_A, dist_A = 6.0, 1.6
start_A = np.array([2.2, 2.2 + dist_A])
depth_eV = np.array([40.0, 30.0])
bare_eV = np.array([5.0, 5.0])
q = np.array([0.3, 0.2])
mass_u = np.array([10.0, 20.0])
w_loc_A, w_beta_A, w_aug_A, w_rep_A = 0.5, 0.35, 0.3, 0.7
rep_eV, g_eVA = 100.0, 5.0
time_fs = 5.0
mu_big, mu_small = 2.0, 1.0

box = box_A / A0
depth, bare, rep = depth_eV / HA, bare_eV / HA, rep_eV / HA
w_loc, w_beta = w_loc_A / A0, w_beta_A / A0
w_aug, w_rep = w_aug_A / A0, w_rep_A / A0
g = g_eVA / (HA * A0)
mass = mass_u * AMU
NPW, NGRID, NORB = 15, 36, 2
k = 2 * np.pi / box * np.arange(-7, 8)
kin = 0.5 * k[:, None]**2
dx = box / NGRID
x = dx * np.arange(NGRID)
phi = np.exp(1j * np.outer(x, k)) / np.sqrt(box)
phi_h = phi.conj().T
images = box * np.arange(-2, 3)
form = ((np.pi * w_beta**2)**-0.25 * np.sqrt(2 * np.pi) * w_beta
        * np.exp(-0.5 * (k * w_beta)**2) / np.sqrt(box))


def gauss(d, s):
    """Periodic Gaussian of d = x - R and its derivative in R."""
    y = np.asarray(d)[..., None] + images
    e = np.exp(-0.5 * (y / s)**2)
    return e.sum(-1), (y * e).sum(-1) / s**2


def projectors(R):
    return form[:, None] * np.exp(-1j * np.outer(k, R))


def ion_fields(R):
    d = x[:, None] - R
    v, dv = gauss(d, w_loc)
    a, da = gauss(d, w_aug)
    c = q / (np.sqrt(2 * np.pi) * w_aug)
    return -depth * v, -depth * dv, c * a, c * da


def density(psi, beta, aug):
    rho = (np.abs(beta.conj().T @ psi)**2).sum(1)
    return (np.abs(phi @ psi)**2).sum(1) + aug @ rho, rho


def energy(psi, R):
    v, _, aug, _ = ion_fields(R)
    n, rho = density(psi, projectors(R), aug)
    e = (kin * np.abs(psi)**2).sum() + bare @ rho
    e += dx * (v.sum(1) @ n) + 0.5 * g * dx * (n @ n)
    return e + rep * gauss(R[0] - R[1], w_rep)[0]


def overlap(a, b, R):
    beta_h = projectors(R).conj().T
    pa, pb = beta_h @ a, beta_h @ b
    return a.conj().T @ b + pa.conj().T @ (q[:, None] * pb)


def gradients(psi, R):
    """H psi, dE/dR at fixed psi, S psi, and <psi|dS/dR|psi>."""
    beta = projectors(R)
    v, dv, aug, daug = ion_fields(R)
    p = beta.conj().T @ psi
    dp = (-1j * k[:, None] * beta).conj().T @ psi
    rho = (np.abs(p)**2).sum(1)
    real_psi = phi @ psi
    n = (np.abs(real_psi)**2).sum(1) + aug @ rho
    veff = v.sum(1) + g * n
    D = bare + dx * (aug.T @ veff)
    hpsi = kin * psi + dx * (phi_h @ (veff[:, None] * real_psi))
    hpsi = hpsi + beta @ (D[:, None] * p)
    dE = dx * (dv.T @ n) + rho * dx * (daug.T @ veff)
    dE = dE + 2 * D * (dp.conj() * p).sum(1).real
    slope = rep * gauss(R[0] - R[1], w_rep)[1]
    dE = dE + slope * np.array([-1.0, 1.0])
    spsi = psi + beta @ (q[:, None] * p)
    K = q[:, None, None] * dp.conj()[:, :, None] * p[:, None, :]
    K = K + K.conj().transpose(0, 2, 1)
    return hpsi, dE, spsi, K


def trace_xk(X, K):
    return np.array([np.sum(X * Ki.T).real for Ki in K])


def ground(R):
    """Self-consistent generalized eigenproblem H c = e S c."""
    beta = projectors(R)
    v, _, aug, _ = ion_fields(R)
    smat = np.eye(NPW) + (beta * q) @ beta.conj().T
    n = np.zeros(NGRID)
    for _ in range(400):
        veff = v.sum(1) + g * n
        D = bare + dx * (aug.T @ veff)
        h = np.diag(kin[:, 0]) + dx * phi_h @ (veff[:, None] * phi)
        h = h + (beta * D) @ beta.conj().T
        e, c = eigh(h, smat)
        new = density(c[:, :NORB], beta, aug)[0]
        change = np.abs(new - n).max()
        n = n + 0.5 * (new - n)
        if change < 1e-11:
            return c[:, :NORB], e
    raise RuntimeError("self-consistency not reached")


def ground_force(R):
    psi, _ = ground(R)
    hpsi, dE, _, K = gradients(psi, R)
    pull = trace_xk(psi.conj().T @ hpsi, K)
    return -dE + pull, pull


def accelerate(psi, R, vpsi, vR, mu, keep):
    """keep=1: derived equations; keep=0: no ionic Lambda term.
    Lambda follows from d^2/dt^2 <psi_i|S|psi_j> = 0."""
    hpsi, dE, spsi, K = gradients(psi, R)
    beta = projectors(R)
    bh = beta.conj().T
    dbh = 1j * k * bh
    d2bh = -k**2 * bh
    p, dp, d2p = bh @ psi, dbh @ psi, d2bh @ psi
    pv, dpv = bh @ vpsi, dbh @ vpsi
    qv, qvv = (q * vR)[:, None], (q * vR**2)[:, None]
    cross = dpv.conj().T @ (qv * p) + pv.conj().T @ (qv * dp)
    curve = d2p.conj().T @ (qvv * p) + dp.conj().T @ (qvv * dp)
    known = 2 * (vpsi.conj().T @ vpsi
                 + pv.conj().T @ (q[:, None] * pv))
    known = known + 2 * (cross + cross.conj().T)
    known = known + curve + curve.conj().T
    sh = spsi.conj().T @ hpsi
    known = known - (sh + sh.conj().T) / mu
    B = spsi.conj().T @ spsi
    one = np.eye(NORB)
    A = (np.kron(B, one) + np.kron(one, B.T)) / mu
    for Ki, f, m in zip(K, -dE, mass):
        known = known + Ki * f / m
        A = A + keep * np.outer(Ki.ravel(), Ki.T.ravel()) / m
    X = np.linalg.solve(A, -known.ravel()).reshape(NORB, NORB)
    pull = trace_xk(X, K)
    apsi = (-hpsi + spsi @ X) / mu
    return apsi, (-dE + keep * pull) / mass, X, pull, A


NC = NPW * NORB


def pack(psi, R, vpsi, vR):
    return np.concatenate([psi.ravel(), R, vpsi.ravel(), vR]) + 0j


def unpack(y):
    return (y[:NC].reshape(NPW, NORB), y[NC:NC + 2].real,
            y[NC + 2:2 * NC + 2].reshape(NPW, NORB),
            y[2 * NC + 2:].real)


def run(y0, mu, keep, times, rtol, max_step=np.inf):
    def rhs(t, y):
        s = unpack(y)
        apsi, aR = accelerate(*s, mu, keep)[:2]
        return pack(s[2], s[3], apsi, aR)
    sol = solve_ivp(rhs, (0, times[-1]), y0, method="DOP853",
                    t_eval=times, rtol=rtol, atol=0.01 * rtol,
                    max_step=max_step)
    assert sol.success
    return [unpack(y) for y in sol.y.T]


def conserved(state, mu):
    psi, R, vpsi, vR = state
    return (mu * (np.abs(vpsi)**2).sum() + 0.5 * mass @ vR**2
            + energy(psi, R))


def slope4(f, h):
    return (8 * (f(h) - f(-h)) - f(2 * h) + f(-2 * h)) / (12 * h)


rng = np.random.default_rng(7)


def noise():
    return (rng.normal(size=(NPW, NORB))
            + 1j * rng.normal(size=(NPW, NORB)))


R0 = start_A / A0
psi0, levels = ground(R0)
unit = np.eye(2)

# H, explicit ionic derivative and charge at a generic complex state
trial = psi0 + 0.05 * noise()
hpsi, dE, _, _ = gradients(trial, R0)
eta = 0.1 * noise()
num = slope4(lambda h: energy(trial + h * eta, R0), 1e-3)
err_h = abs(num - 2 * np.sum(eta.conj() * hpsi).real)
assert err_h < 1e-7
err_r = max(abs(slope4(lambda h: energy(trial, R0 + h * unit[a]),
                       5e-3) - dE[a]) for a in range(2))
assert err_r < 1e-6
n_trial = density(trial, projectors(R0), ion_fields(R0)[2])[0]
charge = np.trace(overlap(trial, trial, R0)).real
assert abs(dx * n_trial.sum() - charge) < 1e-8

# ground-state force against differences of self-consistent energy
force, pull0 = ground_force(R0)


def ground_energy(R):
    return energy(ground(R)[0], R)


force_num = np.array([-slope4(
    lambda h: ground_energy(R0 + h * unit[a]), 5e-3)
    for a in range(2)])
err_f = np.abs(force - force_num).max()
assert err_f < 1e-6
assert np.abs(force - pull0 - force_num).max() > 1e-4
assert abs(force.sum()) < 1e-6 and abs(pull0.sum()) > 1e-5

# Hamilton's principle on constrained varied paths
NT = 30
z, wz = leg.leggauss(NT)
T_short = 20.0
nodes, weights = 0.5 * T_short * (z + 1), 0.5 * T_short * wz
vander = leg.legvander(z, NT - 1)
dvander = leg.legval(z, leg.legder(np.eye(NT))).T
Dt = np.linalg.solve(vander.T, dvander.T).T * 2 / T_short
bump = 1 - z**2
mu_a = mu_big / MU_UNIT
ca, sa = np.cos(0.6), np.sin(0.6)
rot = np.array([[ca, 1j * sa], [1j * sa, ca]])
psi_r = psi0 @ rot
vR = np.array([0.002, -0.001])
vpsi = 0.003 * noise()
K = gradients(psi_r, R0)[3]
sv = overlap(psi_r, vpsi, R0)
excess = sv + sv.conj().T + vR[0] * K[0] + vR[1] * K[1]
vpsi = vpsi - 0.5 * psi_r @ excess
A = accelerate(psi_r, R0, vpsi, vR, mu_a, 1)[4]
assert np.linalg.eigvalsh(A).min() > 0
eta, xi = 0.03 * noise(), np.array([0.3, -0.2])


def action(path, eps):
    ps, Rs = [], []
    for b, s in zip(bump, path):
        R = s[1] + eps * b * xi
        c = s[0] + eps * b * eta
        w, u = np.linalg.eigh(overlap(c, c, R))
        ps.append(c @ (u / np.sqrt(w)) @ u.conj().T)
        Rs.append(R)
    vp = np.tensordot(Dt, np.array(ps), 1)
    vr = Dt @ np.array(Rs)
    lag = [mu_a * (np.abs(a)**2).sum() + 0.5 * mass @ b**2
           - energy(c, R) for a, b, c, R in zip(vp, vr, ps, Rs)]
    return weights @ np.array(lag)


slopes = []
for keep in (1, 0):
    path = run(pack(psi_r, R0, vpsi, vR), mu_a, keep, nodes,
               1e-11, 0.5)
    slopes.append((action(path, 1e-4) - action(path, -1e-4)) / 2e-4)
predicted = sum(w * b * (accelerate(*s, mu_a, 0)[3] @ xi)
                for w, b, s in zip(weights, bump, path))
assert abs(slopes[0]) < 1e-5
assert abs(slopes[1] - predicted) < 1e-5
assert abs(predicted) > 1e-3

# worked example: release from rest in the electronic ground state
T = time_fs / FS
z, wz = leg.leggauss(60)
times = np.concatenate([[0.0], 0.5 * T * (z + 1), [T]])
rest = pack(psi0, R0, 0 * psi0, np.zeros(2))
hpsi0 = gradients(psi0, R0)[0]
X_ground = psi0.conj().T @ hpsi0
results = {}
for mu_fs in (mu_big, mu_small):
    mu = mu_fs / MU_UNIT
    path = run(rest, mu, 1, times, 1e-10)
    total = np.array([conserved(s, mu) for s in path])
    norm = max(np.abs(overlap(s[0], s[0], s[1]) - np.eye(2)).max()
               for s in path)
    fict = max(mu * (np.abs(s[2])**2).sum() for s in path)
    psi, R, vp, vr = path[-1]
    p_ion = mass @ vr
    p_orb = 2 * mu * np.sum(vp.conj() * (-1j * k[:, None] * psi)).real
    X = accelerate(*path[0], mu, 1)[2]
    results[mu_fs] = dict(
        R=R, d=R[1] - R[0], drift=np.abs(total - total[0]).max(),
        norm=norm, fict=fict, p_ion=p_ion, p_orb=p_orb, X=X,
        dX=np.abs(X - X_ground).max())
    assert results[mu_fs]["drift"] < 1e-6 and norm < 1e-6
    assert abs(p_ion + p_orb) < 1e-3 * abs(p_ion)
big, small = results[mu_big], results[mu_small]
ratio_X = big["dX"] / small["dX"]
assert 1.8 < ratio_X < 2.2

# same release without the ionic Lambda term
mu = mu_big / MU_UNIT
path = run(rest, mu, 0, times, 1e-10)
loss = conserved(path[-1], mu) - conserved(path[0], mu)
rate = [-(accelerate(*s, mu, 0)[3] @ s[3]) for s in path[1:-1]]
work = 0.5 * T * (wz @ np.array(rate))
assert abs(loss - work) < 1e-4 * abs(loss) + 1e-7
assert abs(loss) > 100 * big["drift"]
d_wrong = path[-1][1][1] - path[-1][1][0]

# Born-Oppenheimer reference and the small-mu limit
bo = solve_ivp(lambda t, y: np.concatenate(
    [y[2:], ground_force(y[:2])[0] / mass]), (0, T),
    np.concatenate([R0, np.zeros(2)]), method="DOP853",
    rtol=1e-8, atol=1e-9)
assert bo.success
d_bo = bo.y[1, -1] - bo.y[0, -1]
dev_big, dev_small = big["d"] - d_bo, small["d"] - d_bo
ratio_d = dev_big / dev_small
assert 1.6 < ratio_d < 2.4


def show(label, value, unit_name="", fmt=".4f"):
    vals = " ".join(format(float(v), fmt) for v in np.ravel(value))
    print(f"{label}: {vals} {unit_name}".rstrip())


show("box length", box_A, "angstrom", ".2f")
show("initial ion positions", start_A, "angstrom", ".2f")
show("local well depths", depth_eV, "eV", ".1f")
show("bare projector strengths", bare_eV, "eV", ".1f")
show("augmentation charges q", q, "electrons", ".2f")
show("ion masses", mass_u, "u", ".1f")
show("widths: well, projector, augmentation, repulsion",
     [w_loc_A, w_beta_A, w_aug_A, w_rep_A], "angstrom", ".2f")
show("ion repulsion prefactor", rep_eV, "eV", ".1f")
show("density interaction g", g_eVA, "eV angstrom", ".1f")
show("plane waves, grid points", [NPW, NGRID], "", ".0f")
show("run time", time_fs, "fs", ".1f")
show("fictitious inertias mu", [mu_big, mu_small], "eV fs^2", ".1f")
show("larger mu in atomic units", mu_big / MU_UNIT, "", ".2f")
show("lowest three levels at start", levels[:3] * HA, "eV")
show("start force without S term", (force - pull0) * FORCE,
     "eV/angstrom")
show("start S term Lambda<dS/dR>", pull0 * FORCE, "eV/angstrom")
show("start ground-state force", force * FORCE, "eV/angstrom")
show("force from energy differences", force_num * FORCE,
     "eV/angstrom")
show("sum of forces without S term", (force - pull0).sum() * FORCE,
     "eV/angstrom")
show("sum of forces with S term", force.sum() * FORCE,
     "eV/angstrom", ".1e")
show("action slope, derived equations", slopes[0] * HA * FS,
     "eV fs", ".1e")
show("action slope, ionic Lambda term omitted",
     slopes[1] * HA * FS, "eV fs", ".6f")
show("predicted slope for that omission", predicted * HA * FS,
     "eV fs", ".6f")
for name, r in (("larger mu", big), ("smaller mu", small)):
    show(name + ", Lambda_11 Lambda_22 at start",
         np.diag(r["X"]).real * HA, "eV", ".5f")
    show(name + ", largest |Lambda - <H>| at start", r["dX"] * HA,
         "eV", ".3e")
    show(name + ", final ion positions", r["R"] * A0, "angstrom",
         ".5f")
    show(name + ", final separation", r["d"] * A0, "angstrom", ".6f")
    show(name + ", largest fictitious kinetic energy",
         r["fict"] * HA, "eV", ".5f")
    show(name + ", largest conserved-energy error",
         r["drift"] * HA, "eV", ".1e")
    show(name + ", largest constraint error", r["norm"], "", ".1e")
    show(name + ", final ionic and orbital momenta",
         np.array([r["p_ion"], r["p_orb"]]) * HA * FS / A0,
         "eV fs/angstrom", ".5f")
show("ratio of |Lambda - <H>|, larger/smaller mu", ratio_X)
show("Born-Oppenheimer final separation", d_bo * A0, "angstrom",
     ".6f")
show("separation deviations, larger and smaller mu",
     np.array([dev_big, dev_small]) * A0, "angstrom", ".6f")
show("ratio of separation deviations", ratio_d)
show("omitted term: final separation", d_wrong * A0, "angstrom",
     ".6f")
show("omitted term: energy change", loss * HA, "eV", ".6f")
show("omitted term: predicted energy change", work * HA, "eV", ".6f")
print("OK")
```

It prints:

```
box length: 6.00 angstrom
initial ion positions: 2.20 3.80 angstrom
local well depths: 40.0 30.0 eV
bare projector strengths: 5.0 5.0 eV
augmentation charges q: 0.30 0.20 electrons
ion masses: 10.0 20.0 u
widths: well, projector, augmentation, repulsion: 0.50 0.35 0.30 0.70 angstrom
ion repulsion prefactor: 100.0 eV
density interaction g: 5.0 eV angstrom
plane waves, grid points: 15 36
run time: 5.0 fs
fictitious inertias mu: 2.0 1.0 eV fs^2
larger mu in atomic units: 125.62
lowest three levels at start: -21.5093 -12.9173 -3.1752 eV
start force without S term: -17.0148 16.8904 eV/angstrom
start S term Lambda<dS/dR>: -0.5750 0.6994 eV/angstrom
start ground-state force: -17.5898 17.5898 eV/angstrom
force from energy differences: -17.5898 17.5898 eV/angstrom
sum of forces without S term: -0.1244 eV/angstrom
sum of forces with S term: -1.1e-14 eV/angstrom
action slope, derived equations: -4.9e-10 eV fs
action slope, ionic Lambda term omitted: -0.032722 eV fs
predicted slope for that omission: -0.032722 eV fs
larger mu, Lambda_11 Lambda_22 at start: -21.50807 -12.91836 eV
larger mu, largest |Lambda - <H>| at start: 1.866e-03 eV
larger mu, final ion positions: 2.01455 3.89287 angstrom
larger mu, final separation: 1.878326 angstrom
larger mu, largest fictitious kinetic energy: 0.01222 eV
larger mu, largest conserved-energy error: 4.0e-12 eV
larger mu, largest constraint error: 1.8e-13
larger mu, final ionic and orbital momenta: 0.11077 -0.11077 eV fs/angstrom
smaller mu, Lambda_11 Lambda_22 at start: -21.50871 -12.91782 eV
smaller mu, largest |Lambda - <H>| at start: 9.328e-04 eV
smaller mu, final ion positions: 2.01421 3.89297 angstrom
smaller mu, final separation: 1.878753 angstrom
smaller mu, largest fictitious kinetic energy: 0.00603 eV
smaller mu, largest conserved-energy error: 1.2e-12 eV
smaller mu, largest constraint error: 1.2e-13
smaller mu, final ionic and orbital momenta: 0.05462 -0.05462 eV fs/angstrom
ratio of |Lambda - <H>|, larger/smaller mu: 2.0000
Born-Oppenheimer final separation: 1.879183 angstrom
separation deviations, larger and smaller mu: -0.000858 -0.000430 angstrom
ratio of separation deviations: 1.9939
omitted term: final separation: 1.869653 angstrom
omitted term: energy change: -0.111399 eV
omitted term: predicted energy change: -0.111399 eV
OK
```
